# Why a Divergent Field at a Sharp Pore Edge Stores Finite Energy

**Q.** I compute the field in a dielectric with long air channels of square cross-section. Each time I refine the mesh, the largest field at the channel edges rises. The effective permittivity hardly moves. Is one of the two results wrong?

**A.** Both can be right. Let me fix the model first. The channel is infinitely long, so the problem is two-dimensional. The air has relative permittivity $\varepsilon_p=1$, and the matrix is linear, lossless and isotropic with $\varepsilon_m>1$. There is no free charge, and the field is static. With $\mathbf E=-\nabla\phi$, the potential obeys $\nabla\cdot(\varepsilon\nabla\phi)=0$. Only field magnitudes will matter, so I will use $|\nabla\phi|$.

Put the origin on one edge, with $r$ the distance from it and $\theta$ the angle from the bisector of the air wedge. Air fills $|\theta|<\beta=\alpha/2$, where $\alpha$ is the opening angle on the air side. An ideally sharp edge has no length of its own, which suggests power laws, $\phi=r^\lambda f(\theta)$. Substitution gives

$$r^{\lambda-2}\left[\lambda^2\varepsilon f+(\varepsilon f')'\right]=0 ,$$

with $f$ and $\varepsilon f'$ continuous at the two faces: these are the continuity of the potential and of the normal displacement. The potential near the edge is a constant plus a sum of such modes. The field of each mode varies as $r^{\lambda-1}$, so it diverges if $\lambda<1$.

**Q.** What stops $\lambda$ from being negative or complex? Then the energy would be in trouble.

**A.** Allow $f$ to be complex, multiply the angular equation by its conjugate $f^*$ and integrate around the circle. Integration by parts leaves no boundary term, because $f$ and $\varepsilon f'$ are continuous and periodic:

$$\lambda^2=\frac{\oint\varepsilon |f'|^2\,d\theta}{\oint\varepsilon |f|^2\,d\theta}\ge 0 .$$

So $\lambda$ is real. This uses $\varepsilon>0$ everywhere; the argument does not cover a material with negative permittivity.

Both signs of $\lambda$ solve the equation. For $\lambda=-|\lambda|$ the squared field times the area element $r\,dr$ is proportional to $r^{-2|\lambda|-1}dr$, whose integral diverges at $r=0$. For $\lambda=0$ there is also $\phi\propto\ln r$, the potential of a charged line. Its field is $1/r$ and its energy $\int dr/r$ diverges logarithmically. We have no such line source. The physical solution minimizes the energy, as I can show later, and a uniform trial field already has finite energy. These solutions are therefore excluded, and the nonconstant modes have $\lambda>0$.

**Q.** Then which $\lambda$ does an air wedge give?

**A.** Take first a potential antisymmetric about the bisector. It vanishes at $\theta=0$ and, by periodicity, at $\theta=\pi$. For $0\le\theta\le\pi$,

$$f=A\sin\lambda\theta\ \text{(air)},\qquad f=B\sin\lambda(\pi-\theta)\ \text{(matrix)} .$$

At $\theta=\beta$ the two conditions are

$$A\sin\lambda\beta=B\sin\lambda(\pi-\beta),$$
$$\varepsilon_pA\cos\lambda\beta=-\varepsilon_mB\cos\lambda(\pi-\beta).$$

The minus sign comes from differentiating $\pi-\theta$. A nonzero pair $A,B$ requires

$$\varepsilon_m\sin\lambda\beta\cos\lambda(\pi-\beta)+\varepsilon_p\cos\lambda\beta\sin\lambda(\pi-\beta)=0 .$$

The sum of the two arguments is $\pi\lambda$, and their difference is $\lambda(2\beta-\pi)=-\lambda(\pi-\alpha)$. Writing the products as sums of sines and multiplying by 2 gives

$$\varepsilon_m[\sin\pi\lambda-\sin\lambda(\pi-\alpha)]+\varepsilon_p[\sin\pi\lambda+\sin\lambda(\pi-\alpha)]=0,$$

$$\boxed{\sin\pi\lambda=K\sin\lambda(\pi-\alpha)},\qquad K=\frac{\varepsilon_m-\varepsilon_p}{\varepsilon_m+\varepsilon_p}.$$

For a symmetric potential, cosines replace the sines in $f$. The conditions become $A\cos\lambda\beta=B\cos\lambda(\pi-\beta)$ and $-\varepsilon_pA\sin\lambda\beta=\varepsilon_mB\sin\lambda(\pi-\beta)$. Elimination exchanges $\varepsilon_m$ and $\varepsilon_p$ in the condition above, so $K$ becomes $-K$.

Now let $\alpha<\pi$, as at a pore corner, and write $\gamma=\pi-\alpha$. For $0<\lambda<1$ both $\sin\pi\lambda$ and $\sin\gamma\lambda$ are positive, so the symmetric equation has no root there. In the antisymmetric case consider $q=\sin\pi\lambda/\sin\gamma\lambda$, which must equal $K$. Its logarithmic derivative is $\pi\cot\pi\lambda-\gamma\cot\gamma\lambda$. This is negative, because $y\cot y$ decreases on $(0,\pi)$: its derivative is $(\tfrac12\sin2y-y)/\sin^2y<0$. Thus $q$ falls steadily from $\pi/\gamma>1$ to zero and crosses $K<1$ once. At $\lambda=1/2$ it is still $1/\sin(\gamma/2)>1$. Therefore

$$\tfrac12<\lambda<1 .$$

There is one singular mode. For $\alpha>\pi$, where a wedge of matrix protrudes into air, $\sin\lambda(\pi-\alpha)$ changes sign. The symmetric mode is then the singular one, with the same limits on $\lambda$.

**Q.** The algebra gives a root below one. Is there a physical reason?

**A.** For antisymmetric potentials, the lowest $\lambda^2$ is the minimum of the quotient above. Try $f=\sin\theta$, which is a uniform field perpendicular to the bisector. The numerator minus the denominator is

$$\oint\varepsilon(\cos^2\theta-\sin^2\theta)d\theta=\oint\varepsilon\cos2\theta\,d\theta=-(\varepsilon_m-\varepsilon_p)\sin\alpha ,$$

because $\cos2\theta$ integrates to $\sin\alpha$ over the air and to $-\sin\alpha$ over the matrix. For $\alpha<\pi$ this is negative, so $\lambda<1$. The air wedge sits where the field of this trial runs mainly across the wedge, from face to face, and there it costs little energy. Concentrating the potential difference in the air lowers the quotient. With no length scale to stop it, the concentration continues towards $r=0$.

**Q.** How strong is the divergence for my square channels?

**A.** For $\alpha=\pi/2$, write $\sin\pi\lambda=2\sin(\pi\lambda/2)\cos(\pi\lambda/2)$ and divide by the nonzero factor $\sin(\pi\lambda/2)$:

$$\lambda=\frac2\pi\arccos\frac K2,\qquad \lambda_2=\frac2\pi\arccos\left(-\frac K2\right)=2-\lambda .$$

The second is the first symmetric mode; its field vanishes at the edge. With $\varepsilon_m=3$, $K=(3-1)/(3+1)=0.5$, so $\lambda=0.839$ and $\lambda_2=1.161$. The singular field varies as $r^{-0.161}$, a weak divergence.

Two limits help. As $\varepsilon_m\to\varepsilon_p$, $K\to0$ and $\lambda\to1$: the singularity disappears. As $\varepsilon_m/\varepsilon_p\to\infty$, $K\to1$, and the root satisfies $\pi\lambda=\pi-\lambda(\pi-\alpha)$, or $\lambda=\pi/(2\pi-\alpha)$. A right angle then gives $2/3$. A narrow wedge approaches $1/2$ if this high-contrast limit is taken first. If $\alpha\to0$ at fixed $K<1$, the condition becomes $(1-K)\sin\pi\lambda=0$ and $\lambda\to1$, because the air wedge closes.

**Q.** Now the main point: the energy density contains the square of a divergent field. Why is its integral finite?

**A.** In the air the singular part is $\phi=c\,r^\lambda\sin\lambda\theta$. Its radial and angular derivatives are $c\lambda r^{\lambda-1}\sin\lambda\theta$ and $c\lambda r^{\lambda-1}\cos\lambda\theta$. The squares add to

$$|\nabla\phi|=|c|\lambda r^{\lambda-1},$$

independent of angle. In the matrix it is multiplied by $b=|\sin\lambda\beta/\sin\lambda(\pi-\beta)|$. For a right angle set $x=\pi\lambda/4$; then $b=\sin x/\sin3x=1/(1+2\cos2x)=1/(1+K)$, since $2\cos2x=K$. Here $b=2/3$.

The energy per unit edge length is $(\epsilon_0/2)$ times the integral of $\varepsilon|\nabla\phi|^2$. In a disc of radius $R$,

$$\int\varepsilon|\nabla\phi|^2dA=c^2\lambda^2\left[\varepsilon_p\alpha+\varepsilon_mb^2(2\pi-\alpha)\right]\int_0^R r^{2\lambda-2}\,r\,dr$$

$$=\frac{\lambda c^2R^{2\lambda}}2\left[\varepsilon_p\alpha+\varepsilon_mb^2(2\pi-\alpha)\right].$$

The squared field grows as $r^{2\lambda-2}$, but the area available at distance $r$ shrinks as $r\,dr$. The product is integrable for every $\lambda>0$, and the energy in the disc goes to zero with $R$. Even the extreme $\lambda=1/2$ would give an energy proportional to $R$.

Different modes add without cross terms. Multiplying the equation for $f_1$ by $f_2$ and integrating gives $\oint\varepsilon f_1'f_2'=\lambda_1^2\oint\varepsilon f_1f_2$. Exchanging the labels gives the same left side with $\lambda_2^2$. For $\lambda_1\ne\lambda_2$ both integrals vanish, and the cross term in the energy is built from them.

**Q.** That settles a small disc. Does it also settle the effective permittivity of the whole array?

**A.** The global argument is stronger. Let angle brackets denote the average over a period cell, and let the mean potential gradient be $E_0$ along $x$. For a square array, define $\varepsilon_{\rm eff}$ by $\langle\varepsilon\,\partial_x\phi_0\rangle=\varepsilon_{\rm eff}E_0$, where $\phi_0$ is the solution. For any periodic $\eta$ of finite energy,

$$\langle\varepsilon\nabla\phi_0\cdot\nabla\eta\rangle=0 .$$

This follows from the divergence theorem. The outer boundaries cancel by periodicity, the interfaces cancel by continuity, and for bounded $\eta$ the flux through a small circle around the edge scales as $r\,r^{\lambda-1}=r^\lambda\to0$. Finite-energy $\eta$ follow as limits of bounded ones.

Since $\phi_0=E_0x$ plus a periodic part, $\langle\varepsilon|\nabla\phi_0|^2\rangle=E_0\langle\varepsilon\,\partial_x\phi_0\rangle=\varepsilon_{\rm eff}E_0^2$. Replacing $\phi_0$ by $\phi_0+\eta$ adds $\langle\varepsilon|\nabla\eta|^2\rangle\ge0$. Hence

$$\varepsilon_{\rm eff}E_0^2=\min_\phi\langle\varepsilon|\nabla\phi|^2\rangle\le\langle\varepsilon\rangle E_0^2 ,$$

where the last step uses the uniform trial field. The singular solution has been selected because it costs less energy than that field. It cannot make the energy infinite.

For a lower bound take any periodic, divergence-free $\mathbf D$ with mean $D_0$ along $x$. The periodic part of $\phi_0$ drops out again, so $D_0E_0=\langle\mathbf D\cdot\nabla\phi_0\rangle$. The Cauchy–Schwarz inequality gives

$$D_0^2E_0^2\le\langle D^2/\varepsilon\rangle\,\varepsilon_{\rm eff}E_0^2,\qquad \varepsilon_{\rm eff}\ge\frac{D_0^2}{\langle D^2/\varepsilon\rangle}.$$

A uniform $\mathbf D$ yields $1/\langle1/\varepsilon\rangle$. Thus the permittivity lies between the harmonic and arithmetic means, however sharp the edges.

**Q.** Put numbers to it: 20 nm channels, a 40 nm period, matrix permittivity 3 and a mean field of 1 MV/cm.

**A.** The porosity is $(20/40)^2=0.25$. The arithmetic mean is $0.25+0.75\times3=2.5$. The harmonic mean is $1/(0.25+0.75/3)=2.0$. Better trial fields, from finite elements, narrow the bracket to $2.32377<\varepsilon_{\rm eff}<2.32381$. These digits describe the numerical accuracy of the ideal model; 2.32 is enough for the material.

On three successive meshes, the upper bound falls from 2.32414 to 2.32388 to 2.32381. The peak field rises from 3.95 to 5.49 to 7.66 times $E_0$. At each step the smallest triangles shrink eightfold in length, so the law predicts a factor $8^{0.161}=1.40$. The last ratio is $7.664/5.494=1.395$. Your peak field reports the mesh size; your permittivity reports the structure.

The same solution tests the local theory. Potential differences between the two faces give an exponent of 0.8397, against 0.8391 from the formula. The amplitudes are $c/E_0=1.663$ nm$^{1-\lambda}$ and, for the symmetric mode, $c_2/E_0=0.561$ nm$^{1-\lambda_2}$. The last digit of each carries mesh error; the converged values are 1.664 and 0.560. That mode also has $b=2/3$: with $x=\pi\lambda_2/4$, $|\cos x/\cos3x|=1/|2\cos2x-1|=1/(1+K)$. The bracket in the disc formula is $\pi/2+3(4/9)(3\pi/2)=7.854$. For $R=1$ nm,

$$\frac{7.854}{2}\left(0.839\times1.663^2+1.161\times0.561^2\right)\simeq10.5\ \text{nm}^2$$

in units of $E_0^2$. Direct integration of the numerical field gives 10.56 nm$^2$.

The whole cell stores $\tfrac12\epsilon_0\varepsilon_{\rm eff}E_0^2L^2=1.03$ eV per nanometre of channel, with $L=40$ nm. Discs of radius 0.3 nm around all four edges contain 0.14% of it, in 0.07% of the area. The energy density there is twice the average, but the region is tiny.

**Q.** Must every sharp edge show the divergence?

**A.** No. Its surroundings must excite the singular mode, so that $c\ne0$. Suppose the mean field points along a diagonal of the square channels. That diagonal is a mirror line of the array, and the potential is symmetric about it. The two edges on it have $c=0$, and the field vanishes at the edge itself. It does so only as $r^{0.161}$: in air 0.3 nm away it is still about $0.76E_0$. At the other two edges the contributions of the $x$ and $y$ components add. Each component is $E_0/\sqrt2$, so the amplitude is $\sqrt2$ times that found for a field along $x$. The permittivity of the square array is the same for both directions, although the edge fields differ.

**Q.** Real edges are rounded. Do I get a useful peak field if I include a radius $\rho$?

**A.** Yes, within continuum theory. If $\rho$ is much smaller than the channel, it is the only local length. The singular part becomes $c\rho^\lambda U(\mathbf r/\rho)$, where $U$ joins the sharp-edge mode at large distance. Its gradient at the tip therefore scales as $\rho^{\lambda-1}$. On the bisector this part is tangential to the surface, which separates it from the symmetric part. The calculation gives:

| $\rho$ (nm) | tangential tip field$/E_0$ | peak field$/E_0$ |
|---|---|---|
| 2.00 | 1.20 | 1.5 |
| 1.00 | 1.33 | 1.6 |
| 0.50 | 1.49 | 1.8 |
| 0.20 | 1.73 | 2.0 |
| 0.05 | 2.17 | 2.4 |

Between 0.2 and 0.05 nm the tip exponent on this mesh is $-0.164$, close to $\lambda-1=-0.161$; the difference is mesh error. The last two rows test the continuum law; they do not describe atomic matter. The field is constant within each finite element, which limits the accuracy: the tabulated values lie slightly high, and the converged ones are 1.19, 1.33, 1.49, 1.73, 2.16 for the tip and 1.53, 1.61, 1.73, 1.94, 2.35 for the peak. Within that accuracy, an edge forty times sharper raises the peak by only about half.

**Q.** And how much does rounding change the permittivity?

**A.** Rounding a pore corner replaces a little air by matrix, at fixed channel side. Raising $\varepsilon$ anywhere raises the energy of every trial field, so the minimum cannot fall. Using the sharp solution $\phi_0$ as a trial in the rounded structure gives the other side:

$$0\le\Delta\varepsilon_{\rm eff}\le\frac{\varepsilon_m-\varepsilon_p}{E_0^2L^2}\int_{\rm filled}|\nabla\phi_0|^2dA .$$

For a right angle each filled region lies in the triangle formed by the old edge and the two points where the arc meets the faces. All its points are within $\rho$ of the edge, so for small $\rho$ the bound is of order $\rho^{2\lambda}$.

For $\rho=2$ nm the computed rise is 0.0077, below its bound of 0.0113. For 1 nm it is 0.0023, below 0.0034, and for 0.5 nm it is 0.0007. From 1 to 0.5 nm the effective exponent is 1.72, between the small-radius exponent of the bound, $2\lambda=1.68$, and the value 2 of a pure area law. Even the 2 nm radius changes $\varepsilon_{\rm eff}$ by just 0.3%.

**Q.** So what does the infinity mean for a real low-permittivity dielectric?

**A.** It marks where the model has run out of length scales. The singular field in air reaches $10E_0$ at

$$r=\left(\frac{10}{c\lambda/E_0}\right)^{1/(\lambda-1)}\simeq5\times10^{-6}\ \text{nm},$$

a few femtometres, far inside an atom. At a rough atomic spacing of 0.3 nm, and for a mean field along $x$, adding the magnitudes of the two leading modes gives upper estimates of 2.2 MV/cm in air and 1.5 MV/cm in the matrix; the two fields are not parallel, so the actual maxima are lower, about 1.9 and 1.4 MV/cm. A mean field along a diagonal gives about 2.4 and 1.6 MV/cm at its two singular edges. The matrix values are about 0.3 of a rough breakdown field of 5 MV/cm. This comparison is a scale, not a lifetime prediction: breakdown starts locally and depends on defects and time, which an average permittivity does not contain.

The dimensions and matrix permittivity are in the rough regime of air gaps in organosilicate interconnect dielectrics, while 1 MV/cm is a round number chosen for the example. Real gaps lie between copper lines, which this array omits, so 2.32 is not the effective permittivity of an interconnect. Processing can also leave a damaged skin on the gap walls. For a 1 nm skin of permittivity 4 instead of 3, the same trial-field argument limits the rise to about 0.047, or 2% of $\varepsilon_{\rm eff}$. That limit is six times the computed effect of a 2 nm edge radius. Channel ends disturb the field over a distance comparable to the side, so in a channel 1 µm long only a few per cent of the length is affected; their three-dimensional corners need a separate analysis.

**Q.** Could the field in the gap ionize the gas, or drive the matrix out of its linear range?

**A.** At these numbers a single crossing of the gap does not give an electron enough energy to ionize, and the orientation of dipoles in the matrix stays nearly linear. The potential drop across the middle of the gap is 2.8 V, so one crossing gives an electron less than a rough molecular ionization energy of 12 eV. For a permanent dipole of 1 debye at 378 K in the 1.5 MV/cm matrix field, orientational saturation lowers the mean oriented moment by 0.06% from its linear value; the small-signal response falls by three times as much. If the dipole feels a Lorentz local field, 5/3 times larger, the reduction is 0.17% (0.5% for the small-signal response), still small. This concerns polarization only. Leakage current through traps can be strongly nonlinear at such fields, and the lossless model leaves it out.

The singularity does not by itself spoil a weak nonlinear correction either. A first correction proportional to the fourth power of the field requires

$$\int_0 r^{4(\lambda-1)}\,r\,dr=\int_0 r^{4\lambda-3}\,dr ,$$

which converges for $\lambda>1/2$, the range found above. Very close to an ideal edge the linear law must still fail, because the local field has no upper limit there. For the permittivity, that region carries little energy; for local damage, its atomic structure is what has to be known. The full set of computed values is in the numerical output.

## Table of computed values

```
pore, matrix permittivity: 1.0, 3.0
pore side, period: 20, 40 nm
porosity: 0.25
mean field: 1.0 MV/cm
contrast K: 0.500
singular exponent lam: 0.8391; from cell: 0.8397
regular exponent lam2: 1.1609; from cell: 1.1597
field exponent lam-1: -0.1609
energy exponent 2*lam: 1.6783
matrix/air field ratio b of singular mode: 0.6667
amplitude c/E0: 1.6631 nm^(1-lam)
amplitude c2/E0: 0.5606 nm^(1-lam2)
sharp, mesh 20: peak/E0 3.948, eps_eff 2.32414
sharp, mesh 40: peak/E0 5.494, eps_eff 2.32388
sharp, mesh 80: peak/E0 7.664, eps_eff 2.32381
harmonic, arithmetic mean: 2.0000, 2.5000
eps_eff lower, upper bound: 2.32377, 2.32381
eps_eff extrapolated: 2.32379
cell energy per length: 1.0274 eV/nm
disc 1 nm, integral/E0^2: cell 10.5566, modes 10.5468 nm^2
edge radius 2.00 nm: tip/E0 1.195, peak/E0 1.537
edge radius 1.00 nm: tip/E0 1.334, peak/E0 1.627
edge radius 0.50 nm: tip/E0 1.492, peak/E0 1.756
edge radius 0.20 nm: tip/E0 1.731, peak/E0 1.969
edge radius 0.05 nm: tip/E0 2.171, peak/E0 2.375
tip-field exponent, 0.05 to 0.2 nm: -0.1635
eps_eff rise, radius 2.0 nm: 0.007654
eps_eff rise, radius 1.0 nm: 0.002298
eps_eff rise, radius 0.5 nm: 0.000700
upper bound of rise, 2.0 nm: 0.011315
upper bound of rise, 1.0 nm: 0.003353
rise exponent, 0.5 to 1 nm: 1.716
rough atomic cutoff: 0.3 nm
energy share in four cutoff discs: 0.1394 %
area share of these discs: 0.0707 %
singular air field at cutoff: 1.694 MV/cm
two-mode air limit at cutoff: 2.230 MV/cm
two-mode matrix limit there: 1.487 MV/cm
singular air field = 10 E0 at r: 4.82e-06 nm
rough matrix breakdown field: 5.0 MV/cm
matrix limit/breakdown: 0.297
1 nm skin, eps 4 not 3: eps_eff rise at most 0.0468
drop across gap: 2.809 V; rough ionization 12 eV
gap tunnelling exponent, rough 4 eV barrier: 326
1 D dipole saturation at 378 K: 0.060 %
strain scale, rough 10 GPa modulus: 2.94e-05
end scale, side/length for 1000 nm: 0.020
```
